Choosing the collision rate in test-electron runs between moving sheaths

**Definitions and conventions**

The setting treated here is the electron collision rate ν in a test-particle program for a capacitive discharge. It decides whether the measured heating can be compared with quasilinear theory.

Electrons fill a slab of length L between two hard walls, which stand for the sheath edges. Both walls have the displacement s(t) = (w₀/ω) sin ωt and the velocity w(t) = w₀ cos ωt: one sheath expands while the other retreats. Position is measured from the left wall, y = x − s(t), so 0 < y < L. An electron has speed v and direction cosine μ = v_x/v. It moves freely between walls and scatters elastically and isotropically, at rate ν, off heavy gas atoms at rest. The bulk electric field is left out at first.

Angle brackets around a function of μ mean the direction average ½∫₋₁¹ dμ. The isotropic distribution f₀(v) is normalized by ∫4πv²f₀ dv = 1, and a prime means d/dv. Oscillating quantities are real parts of amplitudes times exp(−iωt), so d/dt becomes −iω. We write α = ν − iω. Energies and forces are per unit mass until numbers are quoted.

**What a wall does to an electron**

In the wall's frame the normal velocity is reversed, v_x′ − w = −(v_x − w), so

v_x′ = 2w − v_x.

The energy change is ½[(2w − v_x)² − v_x²] = 2w² − 2wv_x = w(v_x′ − v_x). The power delivered is therefore w times the wall force.

To first order in w, |v_x| changes by +2w at the left wall and −2w at the right, and the speed v by |μ| times this. Hits are separated by L/(v|μ|). Suppose that each collision erased all memory of earlier kicks. With a = νL/(v|μ|), θ = ωL/(v|μ|) and r = e⁻ᵃ, the correlation of kicks n hits apart is proportional to (−r)ⁿ cos nθ. The phase average of (2wμ)² is 2w₀²μ². A diffusion coefficient is half the kick rate times the summed correlation, hence

D_kick = (w₀²v/L) ⟨|μ|³ [1 + 2Σₙ₌₁^∞ (−r)ⁿ cos nθ]⟩.

With z = −r exp(iθ), the bracket is Re[(1 + z)/(1 − z)], so

D_kick = (w₀²v/L) ⟨|μ|³ (1 − r²)/(1 + 2r cos θ + r²)⟩.

Successive kicks add in step when θ = jπ with j odd, that is, at v|μ| = ωL/(jπ). If the phases are random the fraction is replaced by 1, and since ⟨|μ|³⟩ = 1/4,

D_random = w₀²v/(4L).

**Why a collision does not erase everything**

Isotropic scattering changes an electron's direction but not its position. An electron scattered near a wall may be sent back to it and soon meet the same wall at nearly the same phase. The kinetic equation keeps this memory. Write f = f₀ + f₁ with f₁ of first order in w. The term −w∂f₁/∂y, which comes from the moving coordinate, is of second order and drops out:

∂f₁/∂t + vμ ∂f₁/∂y + ν(f₁ − ⟨f₁⟩) = 0.

Reflection requires f(v_x) = f(2w − v_x) at each wall. The speed belonging to 2w − v_x differs from v by −2wμ, so f₁(μ) − f₁(−μ) = −2wμf₀′. Define

h = f₁ + wμf₀′.

Then h(μ) = h(−μ) at both walls, as for walls at rest. Because ⟨μ⟩ = 0, ⟨h⟩ = ⟨f₁⟩, and substitution gives

∂h/∂t + vμ ∂h/∂y + ν(h − ⟨h⟩) = (dw/dt + νw) μf₀′.

Now extend h to −L < y < 0 by h(−y, μ) = h(y, −μ). The wall condition becomes continuity on a ring of length 2L, and the source acquires the factor

sgn(y) = Σ_{j odd} [4/(πj)] sin k_j y, k_j = jπ/L.

All sums over odd j run over positive j. For one harmonic, let the source be Sμ exp(iky) and the response H exp(iky). Then

(α + ikvμ)H = ν⟨H⟩ + Sμ.

Three averages are needed. The odd part of the first integrand cancels, which leaves

I = ⟨1/(α + ikvμ)⟩ = ∫₀¹ α dμ/(α² + k²v²μ²) = arctan(kv/α)/(kv).

Averaging the identity (α + ikvμ)/(α + ikvμ) = 1 gives

I₁ = ⟨μ/(α + ikvμ)⟩ = (1 − αI)/(ikv).

Multiplying that identity by μ before averaging gives αI₁ + ikvI₂ = 0, so

I₂ = ⟨μ²/(α + ikvμ)⟩ = α(1 − αI)/(kv)².

The average of H itself obeys ⟨H⟩ = νI⟨H⟩ + SI₁, so ⟨H⟩ = SI₁/(1 − νI). The response needed for the current is T = ⟨μH⟩/S:

T = I₂ + νI₁²/(1 − νI)
= [(1 − αI)/(kv)²] [α − ν(1 − αI)/(1 − νI)].

Over a common denominator, the last bracket has the numerator α − ανI − ν + ανI = −iω. Hence

T = −iω(1 − αI)/[(kv)²(1 − νI)].

T is even in k, so it also applies to a sine source. The mean of sin k_j y over the slab is 2/(πj), and the slab average of ⟨μh⟩ is

αw₀f₀′ Σ_{j odd} W_jT_j, W_j = 8/(π²j²), ΣW_j = 1.

**From wall power to diffusion in speed**

Let J be the amplitude of the mean velocity. Momentum balance says that the wall force equals (d/dt + ν) acting on the mean velocity, so its amplitude is αJ. With f₁ = h − wμf₀′ and ⟨μ²⟩ = 1/3,

J = w₀ ∫4πv³f₀′ [−1/3 + αΣW_jT_j] dv.

Elastic collisions with heavy atoms do not change the energy. The mean heating is thus P = ½Re(w₀αJ), or

P = −∫4πv³ D f₀′ dv,

D(v) = (w₀²/2) Re[α/3 − α² Σ_{j odd} W_jT_j].

This D is a diffusion coefficient for the following reason. Free flight, reflection and isotropic scattering all leave a uniform velocity distribution uniform. For small speed changes the slow flux in speed is therefore local and proportional to f₀′:

∂f₀/∂t = v⁻² ∂/∂v(v²D ∂f₀/∂v).

Multiplying by 4πv²·v²/2 and integrating by parts once reproduces P. Since f₀ is arbitrary, the two coefficients agree at each speed.

For a Maxwellian with v_t² = kT/m (here k is Boltzmann's constant), f₀′ = −vf₀/v_t². With an overbar for the Maxwellian mean, P is the mean of v²D divided by v_t². The mean of v³ is 4v_t²v̄, so random phases give P = w₀²v̄/L.

Dropping the return term ν⟨H⟩ leaves T = I₂ and should recover D_kick. At v = 10⁶ m/s and ν = 0.5ω, with the slab and wall speed of the example below, angular quadrature of D_kick and the harmonic sum both give 1.888×10¹⁶ m²/s³. Restoring the return term raises D to 2.187×10¹⁶ m²/s³, and a direct solution of the scattering problem on a grid of angles gives the same value. The memory held in the density adds 16 percent here.

**Two limits of the quasilinear result**

As ν tends to zero, α tends to −iω and T to I₂. The real part of I is then π/(2kv) if kv > ω, and zero if kv < ω. Since −α² = ω² and Re[α(1 − αI)] = ω² Re I,

D = [2πw₀²ω⁴/(L²v³)] Σ k_j⁻⁵, over odd j with k_jv > ω.

The collision rate has disappeared. Collisions broaden each resonance and lower its peak, and the average over directions keeps the area. In a long slab the wave numbers are spaced by 2π/L, so the sum becomes (L/2π)∫k⁻⁵dk from ω/v, which is Lv⁴/(8πω⁴). This returns D = w₀²v/(4L). For a slab 40 times longer than in the example, with ν/ω = 0.02 and v = 10⁶ m/s, the full formula gives 1.01 times this value.

In the opposite limit, ν ≫ ω, take first the harmonics with kv ≪ ν. Then 1 − αI ≈ (kv)²/(3α²) and 1 − νI ≈ −iω/ν + (kv)²/(3ν²). With q = k²v²/(3νω), α²T ≈ (ν/3)/(1 + iq), and each harmonic contributes (ν/3)q²/(1 + q²) to the real part. If L is much longer than v/√(3νω), the sum over j becomes an integral. Using ∫₀^∞ x²/(1 + x⁴) dx = π/(2√2),

D ≈ (w₀²v/L) √(ν/ω)/(3√6).

Repeated returns to the same wall make the heating grow as √ν in this test-electron model. For kv of order ν or more these expansions fail, but there (1 − αI)/(1 − νI) is 1 plus terms of order ω/ν, so the real part of α²T is only of order ω²/ν. Such harmonics contribute ν/3 each, as in the approximate form. The leading error comes from q ≈ 1, where the next terms of the expansions are smaller by about (kv/ν)² = 3ω/ν. The relative correction is thus of order ω/ν, and ν/ω = 3 is not yet deep in this limit.

**The lower bound on the collision rate**

Quasilinear theory computes the kicks along unperturbed orbits. Near a resonance this fails after a finite time. Let u = |v_x| = u_j + δ with u_j = ωL/(jπ), and let ψ be the wall phase at the nth hit minus nπ. Each hit adds 2w₀ cos ψ to u. Between hits ψ changes, apart from multiples of 2π, by −ωLδ/u_j². Multiplying both changes by the hit rate u_j/L gives

dδ/dt = (2w₀u_j/L) cos ψ, dψ/dt = −ωδ/u_j.

Together, d²ψ/dt² = −(2ωw₀/L) cos ψ. About the stable phase ψ = −π/2, cos ψ ≈ ψ + π/2, and the electron oscillates at the trapping frequency

ω_b = √(2ωw₀/L),

the same for each j for which the smoothing over hits holds (ω_b ≪ u_j/L). A trapped electron gains and returns energy instead of diffusing. Near an isolated resonance, quasilinear heating needs a collision to interrupt this cycle, so the guide value is ν > ω_b. Where neighbouring resonances overlap, as they can for slow electrons under a strong drive, orbits may be chaotic and spread in speed even without collisions. A bounce-by-bounce orbit at w₀ = 10⁴ m/s gives ω_b/ω = 0.0881; the formula gives 0.0885.

**Running the measurement**

Replace the wall path by straight segments, one per time step dt. In each step:

1. Advance y by (v_x − w)dt, where w is the velocity of the segment.
2. If y has left the slab, fold it back and set v_x to 2w − v_x. This is exact for the segmented path as long as |v_x − w|dt < L.
3. With probability p = 1 − exp(−νdt), draw a new direction at unchanged speed.

The step must resolve both clocks. Segmenting multiplies the wall velocity at mid-step by sin(ωdt/2)/(ωdt/2), which for 32 steps per period lowers its mean square by 0.3 percent. Holding it constant over each step reduces the component at ω by the same factor again, so the power of that component falls by 0.6 percent in all. Scattering only at step ends makes the velocity correlation time dt(1/p − 1/2) ≈ (1/ν)[1 + (νdt)²/12]. At ν/ω = 3 and 96 steps per period, νdt = 0.196 and the excess is 0.3 percent.

Give each electron a random wall phase, which removes the coherent oscillation of the mean energy. Run electrons in pairs with opposite phase and the same random numbers, so that first-order energy changes cancel in part while the two orbits stay close (the gain is small at low ν), and take the standard error from the pair means. Discard the first periods, which contain the reversible response to switching on. To measure D(v), start a group at one speed and take half the growth rate of the variance of v. To measure heating, start from a Maxwellian and compare with the diffusion equation solved over the same time window, because the distribution changes as it heats.

**Worked example**

Take 13.56 MHz, L = 3 cm, kT = 3 eV and w₀ = 4×10⁴ m/s. Then ω = 8.52×10⁷ s⁻¹, v̄ = 1.159×10⁶ m/s, and

ω_b = √(2 × 8.52×10⁷ × 4×10⁴/0.03) = 1.51×10⁷ s⁻¹ = 0.177ω.

Since u_j/L = ω/(jπ), which is 0.318ω for j = 1 and 0.106ω for j = 3, the smoothing over hits is only rough for the first resonance and fails for the others. Here ω_b is a guide value, not a sharp limit.

The random-phase heating is (4×10⁴)² × 1.159×10⁶/0.03 = 6.18×10¹⁶ m²/s³. Multiplied by the electron mass, this is 0.352 eV/µs per electron.

The diffusion coefficient was measured at ν/ω = 0.5 with a weaker drive, w₀ = 10⁴ m/s, to keep the spread in speed small. In units of 10¹⁴ m²/s³:

v = 0.7×10⁶ m/s: measured 5.84 ± 0.11, theory 5.70
v = 1.1×10⁶ m/s: measured 15.62 ± 0.23, theory 16.02
v = 1.6×10⁶ m/s: measured 16.8 ± 0.3, theory 17.0

The differences are below two standard errors. At the middle speed the random-phase value is 9.2, far too low. The first resonance, v|μ| = 8.14×10⁵ m/s, is within reach of these electrons but not of the slowest group. It accounts for only part of the excess: D_kick is 13.0 at this speed, and the density memory supplies the rest. At the highest speed D_kick is 13.6, close to the random-phase value 13.3, and nearly all of the excess comes from the density memory.

Heating between periods 8 and 24, in eV/µs, with L, w₀ and the initial temperature held fixed:

ν/ω = 0.01: theory 0.220, measured 0.038, ratio 0.17
ν/ω = 0.03: theory 0.240, measured 0.102, ratio 0.42
ν/ω = 0.1: theory 0.284, measured 0.229, ratio 0.81
ν/ω = 0.3: theory 0.355, measured 0.343, ratio 0.97
ν/ω = 1: theory 0.453, measured 0.456, ratio 1.01
ν/ω = 3: theory 0.520, measured 0.519, ratio 1.00

Standard errors are 0.003 to 0.006 eV/µs. The last three rates exceed ω_b and agree with theory within about two standard errors. The first three lie below ω_b and fall short. If trapping is the cause, a weaker drive at the same ν should reduce the shortfall. At ν/ω = 0.03, lowering w₀ fourfold halves ω_b and raises the ratio from 0.425 ± 0.018 to 0.583 ± 0.047. This is consistent with trapping but does not single it out, and ν/ω_b alone does not fix the ratio: over this window, at equal ν/ω_b, the weaker drive falls further short. The lowest row is a window average, not a steady rate: at ν/ω = 0.01 an electron collides about once in 16 periods.

Without the density memory, theory would give 0.364 eV/µs at ν/ω = 3, well below the measured 0.519.

**Which wall velocity to enter**

Let the bulk field now accelerate the electrons by dw/dt + νw. This adds (dw/dt + νw)μf₀′ to the left side of the kinetic equation and cancels the source of h. The electrons drift with the walls, the wall force vanishes to first order, and the field supplies the ohmic power νw₀²/2. At ν/ω = 0.3 this is 0.116 eV/µs; the run gives 0.112 ± 0.003, against 0.343 without the field.

The omitted field is thus a leading-order effect. The cancellation is complete because ν is the same at all speeds. If ν varies with speed, a uniform field cannot match dw/dt + νw for every electron, and part of the source remains; the rule below is then only approximate. If the walls move with u_s and a uniform field makes the bulk drift with u_b, the same cancellation leaves the source (d/dt + ν)(u_s − u_b)μf₀′. The w in the formula for D must therefore be the wall velocity relative to the bulk drift. The formula then gives the mean product of the wall force and this relative velocity. The total power also contains the mean product of the wall force and u_b, and the work done by the field; both have to be counted separately. A real plasma also builds up a nonuniform field that opposes the density perturbation ⟨h⟩. That field is absent here, so the growth of heating with ν beyond the random-phase value should not be carried over to a discharge without a self-consistent calculation.

**Beside a real argon discharge**

The frequency, gap and temperature are rough typical values for a low-pressure argon reactor, and w₀ is a low relative wall speed, a stroke of only 0.47 mm. A sheath with about 100 V across it is a few millimetres thick and moves at w₀ of order 10⁵ m/s, where ω_b ≈ 0.28ω and the pressure at which ν = ω_b is about 6 mTorr rather than the 4 mTorr found below. With a rough cross-section of 10⁻¹⁹ m² and gas at 300 K, ν/ω = 0.3 corresponds to 6.9 mTorr, and ν = ω_b to about 4 mTorr. Argon's cross-section varies strongly with energy. Making ν proportional to v, a simpler variation, with its value at v = v̄ unchanged, raises the initial heating from 0.374 to 0.432 eV/µs. Besides the missing space-charge field, purely elastic scattering is a poor assumption here: with a rough 11.5 eV threshold and 3×10⁻²¹ m² above it, inelastic loss is 0.92 eV/µs, 2.7 times the measured heating. Wall heating by itself therefore cannot hold the chosen temperature at this wall speed. Since D scales as w₀², wall heating alone would balance the loss at a w₀ about 1.6 times larger, which raises ω_b to about 0.22ω. This single step omits ionization and understates excitation; standard argon rate fits at 3 eV give roughly twice the loss, a w₀ about 2.2 times larger and ω_b near 0.26ω. Recoil loss is 0.003 eV/µs. At a rough plasma density of 10¹⁶ m⁻³, an electron of speed √3 v_t has Coulomb collisions at 0.0016ν (the rate varies as v⁻³, so it is larger for slow electrons), and the rf phase advances by 0.03 rad while an electron of speed v_t crosses two Debye lengths. The hard wall assumes that the whole reflection is short compared with the rf period; slowing down, turning and a lower density at the sheath edge all make it longer than this estimate.

**Choosing the setting**

Use the physical ν of the gas, then compute ω_b from the relative wall speed. If ν exceeds ω_b by a factor of about two or more, the quasilinear D(v) describes this model well in the range tested, up to ν/ω = 3. If ν is below ω_b, trust the particle run over the formula, and lengthen it to many collision times to reduce the influence of the start. The model has no energy loss, so the rate can still drift as the electrons heat. Raising ν artificially to restore agreement changes the heating itself. The full figures are in the numerical output.

Values computed for the example and the checks

```
frequency 13.56 MHz, omega 8.5200e+07 1/s, L 3.0 cm
Te 3.0 eV, vt 7.2639e+05 m/s, mean speed 1.1592e+06 m/s
wall speed w0 4.00e+04 m/s, wall stroke amplitude 0.469 mm
first resonance v_x = omega L/pi: 8.1360e+05 m/s
D without density memory: kicks 1.88845e+16, modes 1.88845e+16 m2/s3
D with density memory: matrix 2.18702e+16, formula 2.18703e+16 m2/s3
long slab, nu/omega 0.02: D / random-phase value 1.0105
trapping frequency/omega at w0/4: orbit 0.0881, formula 0.0885
trapping frequency/omega at w0: 0.1769
D(v) at nu/omega 0.5, wall speed 1.0e+04 m/s, periods 3 to 9, m2/s3:
  v (m/s)   measured   error     formula    random-phase
  7.00e+05  5.844e+14  1.1e+13  5.703e+14  5.833e+14
  1.10e+06  1.562e+15  2.3e+13  1.602e+15  9.167e+14
  1.60e+06  1.676e+15  2.9e+13  1.695e+15  1.333e+15
rough cross-section 1.0e-19 m2, gas at 300 K
random-phase heating 0.3515 eV/us
heating in eV/us, periods 8 to 24 (QL0 = QL without density memory):
  nu/omega  p(mTorr)  QL0     QL      measured  error   measured/QL
  0.01         0.23  0.2208  0.2202  0.0380    0.0034  0.172
  0.03         0.69  0.2395  0.2398  0.1018    0.0044  0.425
  0.1          2.28  0.2758  0.2836  0.2294    0.0059  0.809
  0.3          6.85  0.3181  0.3546  0.3433    0.0059  0.968
  1           22.83  0.3498  0.4526  0.4556    0.0057  1.007
  3           68.50  0.3636  0.5199  0.5185    0.0062  0.997
nu/omega 0.03: measured/QL 0.425 +- 0.018 at w0, 0.583 +- 0.047 at w0/4
co-moving bulk, nu/omega 0.3: measured 0.1122 +- 0.0030, ohmic formula 0.1163 eV/us
initial QL heating, nu/omega 0.3: 0.3744 eV/us; with nu proportional to v: 0.4316 eV/us
rough inelastic inputs: 11.5 eV, 3e-21 m2
inelastic loss 0.922 eV/us, recoil loss 0.00316 eV/us
plasma density 1e+16 m-3, Coulomb logarithm 10
Coulomb collision rate/nu 1.58e-03, Debye length 0.129 mm
rf phase during crossing of two Debye lengths 0.0302 rad
```
